**Slow and fast shares of a Green-Kubo conductivity**

The normalized heat-flux correlation is $A_fe^{-t/\tau_f}+A_se^{-t/\tau_s}$, with amplitudes $A_f=0.9$, $A_s=0.1$ and relaxation times $\tau_f=0.1$ ps, $\tau_s=10$ ps. The slow term supplies $A_s\tau_s/(A_f\tau_f+A_s\tau_s)=91.74$ percent of the conductivity. The program asserts that quadrature of the correlation gives the same areas and share. It also finds the conductivity of a two-group carrier model from the decay of a long temperature wave, and asserts that it agrees with Green-Kubo and that freezing the slow group removes the same share. In 400 synthetic Gaussian flux records of 5 ns, the scatter is 19.7 percent against a predicted 18.4 percent, within the asserted tolerance of 15 percent of the prediction. Further assertions cover the convergence times, the areas of rounded and oscillating fast terms, the mode heat capacity, the missing long waves and the electronic energy variance. The material inputs are rough values typical of InSb at 300 K, and the correlation itself is assumed, not computed for that material.

## Numerical check

```python
"""
Result under test: if the normalized heat-flux autocorrelation is
    c(t) = A_f exp(-t/tau_f) + A_s exp(-t/tau_s),
the slow term supplies A_s tau_s / (A_f tau_f + A_s tau_s) of the
Green-Kubo conductivity kappa = V/(k_B T^2) * integral of <J(0)J(t)>.
A_f, A_s: amplitudes; tau_f, tau_s: relaxation times in ps;
J: one component of the volume-averaged heat flux; V: cell volume.
Tests use quadrature, a two-group carrier model and synthetic flux noise.
The material inputs are rough values typical of InSb at 300 K.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.signal import lfilter

amp_fast, tau_fast = 0.9, 0.1
amp_slow, tau_slow = 0.1, 10.0
kB, e_charge, hbar = const.k, const.e, const.hbar


def correlation(t):
    return amp_fast*np.exp(-t/tau_fast) + amp_slow*np.exp(-t/tau_slow)


def running_area(t):
    return (amp_fast*tau_fast*(1 - np.exp(-t/tau_fast))
            + amp_slow*tau_slow*(1 - np.exp(-t/tau_slow)))


def integrate_all(function):
    """Integral from zero to 400 ps, split to resolve both time scales."""
    edges = [0.0, 0.2, 1.0, 5.0, 20.0, 80.0, 400.0]
    return sum(quad(function, a, b, epsabs=1e-12, limit=200)[0]
               for a, b in zip(edges[:-1], edges[1:]))


# Areas and share, against quadrature of the correlation itself
area_fast = amp_fast*tau_fast
area_slow = amp_slow*tau_slow
area_total = area_fast + area_slow
share_slow = area_slow/area_total
area_quad = integrate_all(correlation)
slow_quad = integrate_all(lambda t: amp_slow*np.exp(-t/tau_slow))
assert abs(area_quad - area_total) < 1e-8
assert abs(slow_quad/area_quad - share_slow) < 1e-8
for t_test in (0.3, 1.0, 7.0):
    direct = quad(correlation, 0, t_test, epsabs=1e-12)[0]
    assert abs(direct - running_area(t_test)) < 1e-9

# Two carrier groups moving left and right, relaxing to a common temperature.
# Unit heat capacity per group; speeds in arbitrary units.
stream_caps = np.full(4, 0.5)
stream_rates = np.array([1/tau_fast, 1/tau_fast, 1/tau_slow, 1/tau_slow])
temperature_weights = stream_caps*stream_rates/np.sum(stream_caps*stream_rates)
relaxation = -np.diag(stream_rates) + np.outer(stream_rates, temperature_weights)


def carrier_conductivities(speed_fast, speed_slow):
    """Conductivity from decay of a long temperature wave, and Green-Kubo."""
    speeds = np.array([speed_fast, -speed_fast, speed_slow, -speed_slow])
    q = 1e-4
    eigenvalues = np.linalg.eigvals(relaxation - 1j*q*np.diag(speeds))
    slowest = eigenvalues[np.argmin(abs(eigenvalues))]
    from_decay = -slowest.real*stream_caps.sum()/q**2
    # Equilibrium stream-temperature variance is proportional to 1/capacity
    integrated = np.linalg.lstsq(relaxation, -speeds, rcond=None)[0]
    from_green_kubo = (stream_caps*speeds) @ integrated
    return from_decay, from_green_kubo


model_speeds = np.array([3.0, -3.0, 1.0, -1.0])
flux_vector = stream_caps*model_speeds
for t_test in (0.05, 0.5, 8.0):
    model_corr = flux_vector @ expm(relaxation*t_test) @ model_speeds
    model_corr /= flux_vector @ model_speeds
    assert abs(model_corr - correlation(t_test)) < 1e-9
kappa_decay, kappa_gk = carrier_conductivities(3.0, 1.0)
kappa_frozen, kappa_frozen_gk = carrier_conductivities(3.0, 0.0)
assert abs(kappa_decay/kappa_gk - 1) < 1e-4
assert abs(kappa_frozen/kappa_frozen_gk - 1) < 1e-4
share_removed = 1 - kappa_frozen/kappa_decay
assert abs(share_removed - share_slow) < 1e-4

# Crossover and convergence times, formulas against root finding
t_cross = np.log(amp_fast/amp_slow)/(1/tau_fast - 1/tau_slow)
t_cross_root = brentq(lambda t: amp_fast*np.exp(-t/tau_fast)
                      - amp_slow*np.exp(-t/tau_slow), 0, 2)
assert abs(t_cross - t_cross_root) < 1e-8
t95 = tau_slow*np.log(share_slow/0.05)
t99 = tau_slow*np.log(share_slow/0.01)
for t_formula, fraction in ((t95, 0.95), (t99, 0.99)):
    root = brentq(lambda t: running_area(t)/area_total - fraction, 1, 200)
    assert abs(root - t_formula) < 1e-6


def sampling_error(cutoff, duration):
    return 2*np.sqrt(cutoff/duration)*np.sqrt(1 - 0.75*tau_slow/cutoff)


# Synthetic Gaussian flux with the stated correlation
rng = np.random.default_rng(12345)
dt, test_duration, cutoff = 0.05, 5000.0, 50.0
n_steps, n_cut, n_records = int(test_duration/dt), int(round(cutoff/dt)), 400


def random_component(amplitude, tau):
    memory = np.exp(-dt/tau)
    noise = rng.standard_normal(n_steps)*np.sqrt(amplitude*(1 - memory**2))
    noise[0] = np.sqrt(amplitude)*rng.standard_normal()
    return lfilter([1.0], [1.0, -memory], noise)


estimates = np.empty(n_records)
for record in range(n_records):
    flux = (random_component(amp_fast, tau_fast)
            + random_component(amp_slow, tau_slow))
    transported = np.zeros(n_steps)
    transported[1:] = np.cumsum(0.5*dt*(flux[1:] + flux[:-1]))
    estimates[record] = np.mean(flux[:-n_cut]
                                * (transported[n_cut:] - transported[:-n_cut]))
mean_area = estimates.mean()
scatter = estimates.std(ddof=1)/area_total
standard_error = estimates.std(ddof=1)/np.sqrt(n_records)
predicted_scatter = sampling_error(cutoff, test_duration)
# Four standard errors plus the small time-step error of the fast term
assert abs(mean_area - running_area(cutoff)) < 4*standard_error + 0.003
# Scatter from 400 records is itself uncertain by about 4 percent
assert abs(scatter/predicted_scatter - 1) < 0.15

# Worked example: rough inputs typical of InSb
temperature = 300.0
kappa = 17.0
lattice_nm = 0.65
cells = 8
phonon_meV = 24.0
edge_nm = cells*lattice_nm
volume = (edge_nm*1e-9)**3
kappa_slow, kappa_fast = share_slow*kappa, (1 - share_slow)*kappa
flux_rms = np.sqrt(kappa*kB*temperature**2/(volume*area_total*1e-12))
rebuilt = volume*flux_rms**2/(kB*temperature**2)*area_quad*1e-12
assert abs(rebuilt/kappa - 1) < 1e-7
run_ps = 10000.0
example_error = sampling_error(cutoff, 3*run_ps)

# Equivalent carrier speeds from kappa_i = c v^2 tau_i / 3
cap_acoustic = 12*kB/(lattice_nm*1e-9)**3
cap_all = 2*cap_acoustic
speed_slow = np.sqrt(3*kappa_slow/(cap_acoustic*tau_slow*1e-12))
speed_fast = np.sqrt(3*kappa_fast/(cap_all*tau_fast*1e-12))
free_path_nm = speed_slow*tau_slow*1e-3
# Isotropic average behind the factor one third
mean_cos2 = quad(lambda u: 0.5*u*u, -1, 1)[0]
assert abs(mean_cos2 - 1/3) < 1e-12

# Shape of the fast decay: rounded start, or oscillation
omega = phonon_meV*1e-3*e_charge/hbar*1e-12
t_round = 1/omega


def rounded(t, tau):
    return (tau*np.exp(-t/tau) - t_round*np.exp(-t/t_round))/(tau - t_round)


for tau in (tau_fast, tau_slow):
    assert abs(integrate_all(lambda t: rounded(t, tau)) - tau - t_round) < 1e-7
    assert abs((rounded(1e-6, tau) - 1)/1e-6) < 1e-3
round_slow = amp_slow*(tau_slow + t_round)
round_fast = amp_fast*(tau_fast + t_round)
share_round = round_slow/(round_slow + round_fast)
osc_fast = amp_fast*tau_fast/(1 + (omega*tau_fast)**2)
osc_quad = quad(lambda t: amp_fast*np.exp(-t/tau_fast)*np.cos(omega*t),
                0, 4, limit=400)[0]
assert abs(osc_fast - osc_quad) < 1e-8
share_osc = area_slow/(area_slow + osc_fast)
assert share_round < share_slow < share_osc

# Quantum heat capacity of a mode at the top phonon energy
x_ph = phonon_meV*1e-3*e_charge/(kB*temperature)
quantum_ratio = x_ph**2*np.exp(x_ph)/np.expm1(x_ph)**2


def mode_energy(temp):
    energy = phonon_meV*1e-3*e_charge
    return energy/np.expm1(energy/(kB*temp))


capacity_fd = (mode_energy(temperature + 0.01)
               - mode_energy(temperature - 0.01))/0.02/kB
assert abs(capacity_fd - quantum_ratio) < 1e-6

# Long waves missing from the periodic cell, lifetime proportional to 1/k^2
debye_k = (6*np.pi**2*4/lattice_nm**3)**(1/3)
debye_n = debye_k*edge_nm/(2*np.pi)
grid = np.arange(-int(debye_n) - 1, int(debye_n) + 2)
nx, ny, nz = np.meshgrid(grid, grid, grid)
n2 = (nx**2 + ny**2 + nz**2).ravel()
allowed = n2[(n2 > 0) & (n2 <= debye_n**2)]
missing_sum = 1 - np.sum(1/allowed)/(4*np.pi*debye_n)
missing_estimate = (3/(4*np.pi))**(1/3)/debye_n
# The estimate ignores the grid structure beyond the k = 0 cell
assert abs(missing_sum - missing_estimate) < 0.03

# Electronic heat in two parabolic bands, constant scattering time
density_cm3, mobility_n, mobility_p, gap_eV = 2e16, 7e4, 8e2, 0.17
sigma_n = density_cm3*e_charge*mobility_n*100
sigma_p = density_cm3*e_charge*mobility_p*100
sigma = sigma_n + sigma_p
weight_n, weight_p = sigma_n/sigma, sigma_p/sigma
gap_kT = gap_eV*e_charge/(kB*temperature)
variance = 2.5 + weight_n*weight_p*(gap_kT + 5)**2


def band_average(function):
    top = quad(lambda y: function(y)*y**1.5*np.exp(-y), 0, 60)[0]
    return top/quad(lambda y: y**1.5*np.exp(-y), 0, 60)[0]


first = (weight_n*band_average(lambda y: gap_kT + y)
         + weight_p*band_average(lambda y: -y))
second = (weight_n*band_average(lambda y: (gap_kT + y)**2)
          + weight_p*band_average(lambda y: y**2))
assert abs(second - first**2 - variance) < 1e-5
kappa_electron = sigma*temperature*(kB/e_charge)**2*variance

print(f"Fast amplitude, time: {amp_fast:.1f}, {tau_fast:.1f} ps")
print(f"Slow amplitude, time: {amp_slow:.1f}, {tau_slow:.1f} ps")
print(f"Fast area: {area_fast:.3f} ps")
print(f"Slow area: {area_slow:.3f} ps")
print(f"Total area, formula: {area_total:.5f} ps")
print(f"Total area, quadrature: {area_quad:.5f} ps")
print(f"Slow share: {100*share_slow:.2f} %")
print(f"Carrier model kappa, wave decay: {kappa_decay:.4f} model units")
print(f"Carrier model kappa, Green-Kubo: {kappa_gk:.4f} model units")
print(f"Carrier model kappa, slow frozen: {kappa_frozen:.4f} model units")
print(f"Share removed by freezing: {100*share_removed:.2f} %")
print(f"Time when both terms are equal: {t_cross:.3f} ps")
for t_show in (1.0, 10.0, 50.0):
    print(f"Integral reached at {t_show:.0f} ps: "
          f"{100*running_area(t_show)/area_total:.1f} %")
print(f"Time to reach 95 %: {t95:.1f} ps")
print(f"Time to reach 99 %: {t99:.1f} ps")
print(f"Synthetic records: {n_records} of {test_duration/1000:.0f} ns")
print(f"Synthetic mean area to 50 ps: {mean_area:.3f} ps")
print(f"Standard error of that mean: {standard_error:.3f} ps")
print(f"Synthetic scatter per record: {100*scatter:.1f} %")
print(f"Predicted scatter per record: {100*predicted_scatter:.1f} %")
print(f"Temperature: {temperature:.0f} K")
print(f"Conductivity, rough input: {kappa:.1f} W/(m K)")
print(f"Lattice constant, rough input: {lattice_nm:.2f} nm")
print(f"Cell edge: {edge_nm:.2f} nm")
print(f"Atoms in cell: {8*cells**3}")
print(f"Slow conductivity: {kappa_slow:.2f} W/(m K)")
print(f"Fast conductivity: {kappa_fast:.2f} W/(m K)")
print(f"Rms flux: {flux_rms/1e9:.2f} GW/m^2")
print(f"Run length, three directions used: {run_ps/1000:.0f} ns")
print(f"Sampling error, 50 ps cutoff: {100*example_error:.1f} %")
print(f"Equivalent slow carrier speed: {speed_slow/1000:.2f} km/s")
print(f"Equivalent fast carrier speed: {speed_fast/1000:.2f} km/s")
print(f"Equivalent slow free path: {free_path_nm:.1f} nm")
print(f"Top phonon energy, rough input: {phonon_meV:.0f} meV")
print(f"Top phonon angular frequency: {omega:.1f} rad/ps")
print(f"Rounding time: {t_round:.4f} ps")
print(f"Slow share, rounded start: {100*share_round:.1f} %")
print(f"Fast area if oscillating: {osc_fast:.4f} ps")
print(f"Slow share, oscillating fast term: {100*share_osc:.1f} %")
print(f"Quantum/classical heat capacity, top mode: {quantum_ratio:.3f}")
print(f"Missing long waves, direct sum: {100*missing_sum:.1f} %")
print(f"Missing long waves, estimate: {100*missing_estimate:.1f} %")
print(f"Carrier density, rough input: {density_cm3:.0e} cm^-3")
print(f"Electron mobility, rough input: {mobility_n:.0f} cm^2/(V s)")
print(f"Hole mobility, rough input: {mobility_p:.0f} cm^2/(V s)")
print(f"Band gap, rough input: {gap_eV:.2f} eV")
print(f"Electrical conductivity: {sigma/100:.0f} S/cm")
print(f"Carrier energy variance: {variance:.2f} (k_B T)^2")
print(f"Electronic conductivity: {kappa_electron:.3f} W/(m K)")
print(f"Electronic/lattice ratio: {100*kappa_electron/kappa:.1f} %")
print("verified")
```

Running it gives:

```
Fast amplitude, time: 0.9, 0.1 ps
Slow amplitude, time: 0.1, 10.0 ps
Fast area: 0.090 ps
Slow area: 1.000 ps
Total area, formula: 1.09000 ps
Total area, quadrature: 1.09000 ps
Slow share: 91.74 %
Carrier model kappa, wave decay: 10.9000 model units
Carrier model kappa, Green-Kubo: 10.9000 model units
Carrier model kappa, slow frozen: 0.9000 model units
Share removed by freezing: 91.74 %
Time when both terms are equal: 0.222 ps
Integral reached at 1 ps: 17.0 %
Integral reached at 10 ps: 66.2 %
Integral reached at 50 ps: 99.4 %
Time to reach 95 %: 29.1 ps
Time to reach 99 %: 45.2 ps
Synthetic records: 400 of 5 ns
Synthetic mean area to 50 ps: 1.086 ps
Standard error of that mean: 0.011 ps
Synthetic scatter per record: 19.7 %
Predicted scatter per record: 18.4 %
Temperature: 300 K
Conductivity, rough input: 17.0 W/(m K)
Lattice constant, rough input: 0.65 nm
Cell edge: 5.20 nm
Atoms in cell: 4096
Slow conductivity: 15.60 W/(m K)
Fast conductivity: 1.40 W/(m K)
Rms flux: 11.74 GW/m^2
Run length, three directions used: 10 ns
Sampling error, 50 ps cutoff: 7.5 %
Equivalent slow carrier speed: 2.78 km/s
Equivalent fast carrier speed: 5.91 km/s
Equivalent slow free path: 27.8 nm
Top phonon energy, rough input: 24 meV
Top phonon angular frequency: 36.5 rad/ps
Rounding time: 0.0274 ps
Slow share, rounded start: 89.7 %
Fast area if oscillating: 0.0063 ps
Slow share, oscillating fast term: 99.4 %
Quantum/classical heat capacity, top mode: 0.931
Missing long waves, direct sum: 8.1 %
Missing long waves, estimate: 7.9 %
Carrier density, rough input: 2e+16 cm^-3
Electron mobility, rough input: 70000 cm^2/(V s)
Hole mobility, rough input: 800 cm^2/(V s)
Band gap, rough input: 0.17 eV
Electrical conductivity: 227 S/cm
Carrier energy variance: 4.00 (k_B T)^2
Electronic conductivity: 0.202 W/(m K)
Electronic/lattice ratio: 1.2 %
verified
```
